# Sequential tunnelling through a metallic island: the orthodox rate and the Coulomb peak

## The device

A small piece of normal metal, the island, is joined to a left and a right lead by two thin insulating barriers, and a gate electrode sits nearby. Charge reaches the island only as whole electrons that tunnel through a barrier, and each one changes the electrostatic energy by an amount of order $e^2/C$. When $kT$ is much smaller than this, the current at small bias is blocked, except near gate voltages where $n$ and $n+1$ extra electrons cost the same energy. There the conductance has a peak. With no charging energy the two junctions would be resistors in series, with conductance $G_s = 1/(R_L+R_R)$. The question is how the height and shape of the peak are related to $G_s$.

Junction $j = L, R$ has capacitance $C_j$ and resistance $R_j$, and lead $j$ is held at $V_j$. The gate has capacitance $C_g$ and voltage $V_g$ and passes no current. The electron charge is $-e$, and
$$C = C_L + C_R + C_g,\quad E_C = \frac{e^2}{2C},\quad n_g = \frac{C_gV_g}{e},\quad b = \frac{E_C}{kT},\quad \beta = \frac1{kT}.$$

## Energy released by one jump

The sources are taken as ideal, and charge is taken to redistribute much faster than the time between jumps, so the circuit is in electrostatic equilibrium before and after each jump. Let $i$ run over $L, R, g$. The island charge is spread over the three capacitors, $-ne = \sum_i C_i(\phi_n - V_i)$, so
$$\phi_n = \frac{-ne + \sum_i C_iV_i}{C},\qquad \Delta\phi = \phi_{n+1}-\phi_n = -\frac eC .$$
Let one electron go from lead $j$ to the island, and write $\bar\phi = (\phi_n+\phi_{n+1})/2$. The stored energy is $U_n = \sum_i \tfrac12 C_i(\phi_n - V_i)^2$. A difference of two squares is the product of difference and sum, so
$$\Delta U = \sum_i \tfrac12 C_i\,\Delta\phi\,(2\bar\phi - 2V_i) = \Delta\phi\Big(C\bar\phi - \sum_i C_iV_i\Big).$$
The charge on electrode $i$ is $q_i = C_i(V_i - \phi)$ and changes by $\Delta q_i = -C_i\Delta\phi$. For $i\ne j$ the source delivers all of it. Electrode $j$ has already gained $+e$ by losing the electron, so its source delivers $\Delta q_j - e$. The work of the sources is
$$W = -\Delta\phi\sum_i C_iV_i - eV_j .$$
The energy handed to the electrons is $\varepsilon_j(n) = W - \Delta U$. The sums over $i$ cancel, and $-C\Delta\phi = e$:
$$\varepsilon_j(n) = e(\bar\phi - V_j) = -\delta_n + \frac{C_L}{C}eV_L + \frac{C_R}{C}eV_R - eV_j, \tag{1}$$
$$\delta_n = 2E_C\left(n+\tfrac12 - n_g\right).$$
The second form uses $e^2/C = 2E_C$ and $eC_gV_g/C = 2E_Cn_g$. Throughout, $\varepsilon$ is positive when energy is released. The reverse jump, $n+1\to n$ into lead $j$, releases $-\varepsilon_j(n)$. At zero bias $\delta_n$ is the cost of adding the electron: with $E_n = E_C(n-n_g)^2$, $E_{n+1}-E_n = E_C[2(n-n_g)+1] = \delta_n$. For any bias, with $V = V_L - V_R$,
$$\varepsilon_R(n) - \varepsilon_L(n) = eV. \tag{2}$$

## The golden-rule rate

Label lead states by $k$ and island states by $p$, with energies $\xi_k$, $\xi_p$ measured from their own Fermi levels. The barrier is $H_T = \sum_{kp}(t\,c_p^\dagger c_k + t^*c_k^\dagger c_p)$ for each spin. Moving an electron from $k$ to $p$ changes the total energy of electrons, capacitors and sources by $\hbar\omega = \xi_p - \xi_k - \varepsilon$. First-order perturbation theory gives the probability of this transfer after time $\tau$ as $(|t|^2/\hbar^2)\,4\sin^2(\omega\tau/2)/\omega^2$ if $k$ is full and $p$ empty, and zero otherwise. The function of $\omega$ has area $2\pi\tau$ and width about $1/\tau$, so for $\tau\gg\hbar/kT$ the part of the summed probability that grows with time is given by $2\pi\tau\,\delta(\omega) = 2\pi\hbar\tau\,\delta(\xi_p-\xi_k-\varepsilon)$. It is linear in $\tau$ and defines the rate. The tails of the function, which fall as $1/\omega^2$, add a part that stays bounded in time (its size grows logarithmically with the band width) and does not contribute to the rate; for a strongly blocked jump it is the larger of the two until much later times.

Three assumptions now enter. Lead and island are each thermal at the same $T$ before the jump. The island level spacing $\Delta$ is much smaller than $kT$, so its occupations follow the Fermi function $f(E) = 1/(e^{\beta E}+1)$ and sums become integrals. The densities of states per spin, $\nu_j$ and $\nu_I$, and $|t|^2$ are constant over a range much larger than $kT$ and $|\varepsilon|$, which excludes superconducting electrodes. Summing over both spins,
$$\Gamma(\varepsilon) = A\int_{-\infty}^{\infty}dE\,f(E)\,[1-f(E+\varepsilon)],\qquad A = 2\cdot\frac{2\pi}{\hbar}|t|^2\nu_j\nu_I .$$
Put $u = e^{\beta E}$ and $w = e^{\beta\varepsilon}$. Then $f(E) = 1/(1+u)$, $f(E+\varepsilon) = 1/(1+uw)$ and
$$f(E)[1-f(E+\varepsilon)] = \frac{uw}{(1+u)(1+uw)},\qquad f(E)-f(E+\varepsilon) = \frac{u(w-1)}{(1+u)(1+uw)} .$$
The first is the second times $w/(w-1) = 1/(1-e^{-\beta\varepsilon})$, which does not depend on $E$. The integral $D(\varepsilon) = \int[f(E)-f(E+\varepsilon)]\,dE$ vanishes at $\varepsilon = 0$ and has derivative $-\int f'(E+\varepsilon)\,dE = f(-\infty)-f(\infty) = 1$, so $D = \varepsilon$. Hence
$$\Gamma(\varepsilon) = A\,\gamma(\varepsilon),\qquad \gamma(\varepsilon) = \frac{\varepsilon}{1-e^{-\beta\varepsilon}} .$$
The reverse jump has the same integral with lead and island exchanged and $\varepsilon\to-\varepsilon$, so its rate is $A\gamma(-\varepsilon)$. Directly from the formula,
$$\gamma(-\varepsilon) = \frac{\varepsilon}{e^{\beta\varepsilon}-1} = e^{-\beta\varepsilon}\gamma(\varepsilon),\qquad \gamma(\varepsilon)-\gamma(-\varepsilon) = \gamma(\varepsilon)(1-e^{-\beta\varepsilon}) = \varepsilon. \tag{3}$$

The constant $A$ is measurable. Hold both sides of the same junction at fixed potentials differing by $V$. An electron that moves to the higher potential releases $\varepsilon = eV$, and the current is $e[\Gamma(eV)-\Gamma(-eV)] = Ae^2V$ by (3). The junction is ohmic, with $1/R = e^2A$. If many transverse channels contribute, $A$ becomes a sum over them and this identification is unchanged. The orthodox rate follows:
$$\Gamma(\varepsilon) = \frac{\varepsilon}{e^2R\,\left(1-e^{-\varepsilon/kT}\right)}. \tag{4}$$

For $\varepsilon\gg kT$ the rate is $\varepsilon/e^2R$: any electron within $\varepsilon$ below the lead's Fermi level finds an empty state. For $\varepsilon\ll -kT$ it is $|\varepsilon|e^{-\beta|\varepsilon|}/e^2R$, thermally activated, and it vanishes at $T = 0$; this is the blockade. At $\varepsilon = 0$, expanding $1-e^{-\beta\varepsilon}\simeq\beta\varepsilon$ gives $\gamma(0) = kT$, which measures the overlap of thermally filled and thermally empty states. The first relation in (3) is detailed balance.

Equation (4) is of lowest order in $|t|^2$. It needs the lifetime broadening of a charge state to be small against the thermal smearing. At $\varepsilon = 0$,
$$\frac{\hbar\Gamma(0)}{kT} = \frac{\hbar}{e^2R},$$
independent of temperature, so this requires $R\gg\hbar/e^2$. At very low temperature that is not sufficient: near degeneracy the higher orders contain $\hbar/e^2R$ multiplied by $\ln(E_C/kT)$, which slowly lowers the conductance peak on cooling, and this product must be small too.

The prefactor and both directions were tested against the exact unitary evolution of two weakly coupled bands. For independent forward and backward jumps the mean number transferred grows at the rate $\Gamma(\varepsilon)-\Gamma(-\varepsilon)$ and its variance at $\Gamma(\varepsilon)+\Gamma(-\varepsilon)$. At $\varepsilon = 2kT$ the evolution gives $2.3124\,kT$ and $0.31285\,kT$, in units of the golden-rule prefactor, against $\gamma(\pm2kT) = 2.313\,kT$ and $0.31304\,kT$; both differ by less than $10^{-3}$ relative to $\gamma$.

## Master equation and the current of one link

Under the same conditions, and with the island kept at temperature $T$ (the current heats it at finite bias, so this limits the bias), the state is described by the probabilities $P_n$. For the link $n\leftrightarrow n+1$ define
$$\Gamma_j^+ = \frac{\gamma(\varepsilon_j(n))}{e^2R_j},\qquad \Gamma_j^- = \frac{\gamma(-\varepsilon_j(n))}{e^2R_j},\qquad \Gamma^\pm = \Gamma_L^\pm+\Gamma_R^\pm .$$
The probability flux along the link is $J_n = P_n\Gamma^+ - P_{n+1}\Gamma^-$, and $\dot P_n = J_{n-1}-J_n$. In the steady state all $J_n$ are equal. They vanish as $|n|\to\infty$, where $P_n$ falls off faster than the rates grow, so every $J_n$ is zero:
$$P_{n+1} = P_n\,\Gamma^+/\Gamma^- . \tag{5}$$
An electron leaving the island into $L$ is a conventional current from $L$ into the island. The link's share of the current from $L$ to $R$ is therefore $I_n = e(P_{n+1}\Gamma_L^- - P_n\Gamma_L^+)$. Insert (5); the terms $\Gamma_L^+\Gamma_L^-$ cancel:
$$I_n = \frac{eP_n}{\Gamma^-}\left(\Gamma^+\Gamma_L^- - \Gamma^-\Gamma_L^+\right) = \frac{eP_n}{\Gamma^-}\left(\Gamma_R^+\Gamma_L^- - \Gamma_R^-\Gamma_L^+\right).$$
Detailed balance gives $\Gamma_R^-/\Gamma_R^+ = e^{-\beta\varepsilon_R}$ and $\Gamma_L^+/\Gamma_L^- = e^{\beta\varepsilon_L}$, so with (2)
$$I_n = eP_n\,\Gamma_R^+\,\frac{\Gamma_L^-}{\Gamma^-}\left(1-e^{-\beta eV}\right).$$
This is exact within the model, and positive for $V_L>V_R$. For $e|V|\ll kT$ the bracket is $\beta eV$. It is already of first order, so the other factors are taken at $V_L = V_R = 0$, where $\varepsilon_L = \varepsilon_R = -\delta_n$. For this reason the way the bias is divided between the leads, and the ratios $C_j/C$ in (1), do not affect the linear conductance. At zero bias $\Gamma_R^+ = \gamma(-\delta_n)/e^2R_R$, and $\gamma(\delta_n)$ cancels in
$$\frac{\Gamma_L^-}{\Gamma^-} = \frac{1/R_L}{1/R_L+1/R_R} = \frac{R_R}{R_L+R_R}.$$
The factors $R_R$ and $e^2$ cancel, and summing over links,
$$\frac{G}{G_s} = \sum_n P_n\,\beta\gamma(-\delta_n),\qquad P_n = \frac{e^{-b(n-n_g)^2}}{Z}. \tag{6}$$
The Boltzmann form follows from (5), which at zero bias reads $P_{n+1}/P_n = e^{-\beta\delta_n} = e^{-\beta(E_{n+1}-E_n)}$; $Z$ normalizes it. The resistances enter only through their sum.

## The peak for $kT\ll E_C$

Let $b\gg1$ and let $n_g$ be near $n+\tfrac12$. Only $n$ and $n+1$ are occupied. Write $x = \beta\delta_n$. Then $P_{n+1} = P_ne^{-x}$ and $P_n+P_{n+1} = 1$ give $P_n = 1/(1+e^{-x})$, and (3) gives $\beta\gamma(-\delta_n) = x/(e^x-1)$. The product of the denominators is $(1+e^{-x})(e^x-1) = e^x - 1 + 1 - e^{-x} = 2\sinh x$. Thus
$$G = \frac{1}{2(R_L+R_R)}\,\frac{x}{\sinh x},\qquad x = \frac{2E_C(n+\frac12-n_g)}{kT}. \tag{7}$$
Since $x/\sinh x\to1$ at $x = 0$, the peak conductance is $G_s/2$ and does not depend on $T$ in this regime.

The origin of the half can be read from (6). An entering electron contributes the weight $\beta\gamma(-\delta_n)$, which equals one when the jump costs nothing. At degeneracy the jump $n\to n+1$ is free, but the island is in state $n$ only half the time. In the other half it holds $n+1$ electrons, and a further one would cost $\delta_{n+1} = 2E_C$. The sum is $\tfrac12\cdot1+\tfrac12\cdot0$. If every jump were free, the sum would be $\sum_nP_n = 1$ and $G = G_s$.

The shape is even in $x$, with $x/\sinh x = 1 - x^2/6+\dots$ near the top and $2|x|e^{-|x|}$ in the tails. It falls to one half at $|x| = 2.1773$, so the full width at half maximum is $4.355\,kT$ in $\delta$. A gate shift $\Delta V_g$ from the peak changes $n_g$ by $C_g\Delta V_g/e$, so $\delta = -(C_g/C)\,e\,\Delta V_g$, and the width in gate voltage is $4.355\,kT/(eC_g/C)$. The function $\cosh^{-2}(x/2.5) = 1-x^2/6.25+\dots$ has nearly the same curvature and stays within $0.008$ of $x/\sinh x$, in units of the peak height, but it is an approximation only.

Result (7) omits the neighbouring links. Take $x\gg1$ and $2b-x\gg1$, so that $P_{n+1}/P_n = e^{-x}$ and $P_{n-1}/P_n = e^{-(2b-x)}$ are small, $P_n\simeq1$ and (7) gives $G/G_s\simeq xe^{-x}$. The link $n-1\leftrightarrow n$ has $\beta\delta_{n-1} = x-2b$, and by detailed balance $P_{n-1}\gamma(-\delta_{n-1}) = P_n\gamma(\delta_{n-1})$, so it contributes about $(2b-x)e^{-(2b-x)}$. The ratio to the main term is $[(2b-x)/x]\,e^{-2(b-x)}$. It is negligible when $b-|x|\gg1$ and equals one at $x = b$, the middle of the valley, where the tails of two adjacent peaks add. The sequential model also omits processes of order $|t|^4$, which carry an electron from lead to lead through a virtual charge state (cotunnelling). Relative to $G_s$ they carry a factor of order $\hbar/e^2R_j$ and, in the valley, a further factor of order $(kT/E_C)^2$, but they need no thermal activation of that state, so at given resistances they overtake the exponential tails of (7) in the valley once $b$ is large enough; they are not computed here.

## All temperatures

Put $m = n+\tfrac12-n_g$, so that $\beta E_n = b(m-\tfrac12)^2$ and $\beta\delta_n = 2bm$. Since $e^{2y}-1 = 2e^y\sinh y$, $\beta\gamma(-\delta_n) = 2bm/(e^{2bm}-1) = e^{-bm}\,bm/\sinh bm$. The exponents add to $b(m^2-m+\tfrac14)+bm = bm^2+b/4$, and (6) becomes
$$\frac G{G_s} = \frac{e^{-b/4}}{Z}\sum_m e^{-bm^2}\frac{bm}{\sinh bm}. \tag{8}$$

At the peak $m$ is an integer. For $b\gg1$ keep $m = 0,\pm1$ in the sum, with $b/\sinh b\simeq2be^{-b}$, which gives $1+4be^{-2b}$. In $Z$ the values $n-n_g = \pm\tfrac12,\pm\tfrac32$ give $2e^{-b/4}(1+e^{-2b})$. To first order in $e^{-2b}$,
$$\frac{G_{\rm peak}}{G_s} = \tfrac12\left[1+(4b-1)e^{-2b}\right]. \tag{9}$$

For $b\ll1$ many states contribute. By Poisson summation the sums equal integrals up to terms exponentially small in $1/b$ (for $Z$ the first is $2e^{-\pi^2/b}\cos2\pi n_g$ relative to the integral), so the oscillation with gate voltage disappears. Then $Z = \int e^{-bm^2}dm$, and (8) is $e^{-b/4}$ times a Gaussian average with $\langle m^2\rangle = 1/2b$ and $\langle m^4\rangle = 3/4b^2$. With $y/\sinh y = 1-y^2/6+7y^4/360-\dots$ the average is $1-b/12+7b^2/480$. Multiply by $1-b/4+b^2/32$. The first-order terms give $-(\tfrac1{12}+\tfrac14)b = -b/3$, and the second-order terms $(\tfrac{7}{480}+\tfrac{10}{480}+\tfrac{15}{480})b^2 = b^2/15$:
$$\frac G{G_s} = 1-\frac b3+\frac{b^2}{15}-\dots \tag{10}$$
At $b = 0.01$ this predicts $(1-G/G_s)/b = \tfrac13-\tfrac{0.01}{15} = 0.33267$, the value found from the numerically solved master equation. The statement that the peak is half the series conductance is therefore a low-temperature one, with relative correction $(4b-1)e^{-2b}$; for $kT\gg E_C$ the conductance tends to $G_s$.

## Where the island stops being metallic

At fixed $n$ the island occupations are canonical, and the Fermi function is their limit for $\Delta/kT\to0$. This was tested on equally spaced, non-degenerate levels with exact canonical occupations, equal coupling $\Delta/e^2R_j$ per level and two charge states. The peak $G/G_s$ is $0.50842$ at $\Delta = 0.1\,kT$ and $0.50419$ at $\Delta = 0.05\,kT$. The excess over one half drops from $0.00842$ to $0.00419$, linearly in $\Delta$; relative to one half it is about $0.17\,\Delta/kT$ in this model.

For $\Delta\gg kT$ one level carries the current, here a non-degenerate one. (A spin-degenerate level has unequal numbers of ways in and out, and its peak is shifted: to $x = \tfrac12\ln2$ if the level is empty in state $n$ and double occupation is excluded.) It is empty in state $n$ and full in state $n+1$, so $\Gamma_j^+\propto f(-\varepsilon_j)$ and $\Gamma_j^-\propto1-f(-\varepsilon_j)$, with the level energy included in $\delta$. These rates obey detailed balance too, so the link argument holds with $\gamma(-\delta)$ replaced by $\Delta f(\delta)$. The shape becomes
$$P_n f(\delta) = \frac{1}{(1+e^{-x})(1+e^x)} = \frac{1}{4\cosh^2(x/2)},$$
and the peak height $\beta\Delta G_s/4$ grows as $1/T$. This holds only while the level's lifetime broadening is small against $kT$. With $\Gamma = \Gamma_L+\Gamma_R$ and $\Gamma_j = \Delta/e^2R_j$, the ratio $\hbar\Gamma/kT = (\hbar/e^2)(1/R_L+1/R_R)\,\Delta/kT$ grows on cooling, and once it is of order one the height falls below this value and levels off at $(e^2/h)\,4\Gamma_L\Gamma_R/\Gamma^2$. At $\Delta = 15\,kT$ the discrete model gives $G(x{=}2)/G(0) = 0.41998$, against $\cosh^{-2}1 = 0.41997$ and the metallic $2/\sinh2 = 0.551$. The form $x/\sinh x$ and the constant height both come from the continuum of island states, whose available number grows as $kT/\Delta$.

## Worked example

Take round model parameters: $C_L = 180$ aF, $C_R = 200$ aF, $C_g = 20$ aF, $R_L = 200$ kΩ, $R_R = 300$ kΩ, $T = 0.2$ K, and an island of $10^6$ nm³ with 10 states per eV per nm³, spin included.

*Scales.* $C = 400$ aF and $C_g/C = 0.05$. The gate period is $e/C_g = 8.011$ mV, so $E_C = \tfrac12(C_g/C)\,e\,(e/C_g) = \tfrac12\times0.05\times8.011$ meV $= 200.3$ µeV. With $kT = 17.235$ µeV, $b = 200.27/17.235 = 11.62$.

*Conditions.* The correction in (9) is $(4b-1)e^{-2b} = 3.7\times10^{-9}$. The level spacing is $1/(10^6\times10)$ eV $= 0.1$ µeV, so $\Delta/kT = 0.0058$, and the slope found above suggests a shift of about $0.17\times0.0058\approx0.001$ relative to the peak height. The broadening ratios $\hbar/e^2R_j$ are $25.813/(2\pi\times200) = 0.021$ and $25.813/(2\pi\times300) = 0.014$, with $h/e^2 = 25.813$ kΩ. These are larger than the two corrections just estimated. The terms of higher order in $|t|^2$ are not computed here, so the figures below are those of the orthodox model, and a real device should not be expected to follow them more closely than a few percent near the peak. In the middle of the valley the sequential value $2be^{-b}G_s\approx2\times10^{-4}\,G_s$ is no larger than the cotunnelling scale $(0.021+0.014)\,G_s/b^2$, so the orthodox model does not describe this device there.

*Peak.* $G_s = 1/(500\text{ k}\Omega) = 2$ µS and $G_{\rm peak} = 1$ µS, or $1\ \mu\text{S}\times25.813\text{ k}\Omega = 0.0258\,e^2/h$. The rates at degeneracy, $kT/e^2R_j$, are $5.38\times10^8$ s⁻¹ and $3.59\times10^8$ s⁻¹, in the ratio $300:200$. A bias of 1 µV is small against $kT/e = 17.2$ µV and drives 1 pA. The width is $4.3546\times17.235 = 75.05$ µeV in $\delta$, and $75.05\ \mu\text{V}/0.05 = 1.50$ mV in gate voltage, against the period of 8.01 mV.

*Off the peak.* For $\Delta V_g = +0.5$ mV, $\delta = -0.05\times500 = -25$ µeV and $x = -25/17.235 = -1.4506$. Adding an electron releases energy. With $e^{-1.4506} = 0.2344$,
$$\beta\gamma(-\delta) = \frac{1.4506}{1-0.2344} = 1.895 .$$
The rate onto the island through $L$ is $1.895\times5.3785\times10^8 = 1.019\times10^9$ s⁻¹, and the rate off is $0.2344$ times this, $2.389\times10^8$ s⁻¹. Through $R$ both are smaller by $200/300$: $6.794\times10^8$ and $1.593\times10^8$ s⁻¹. The occupation is $P_n = 0.2344/1.2344 = 0.190$ and $P_{n+1} = 0.810$. From (6), $G = 0.1899\times1.895\times2\ \mu\text{S} = 0.720$ µS, which agrees with (7), $\tfrac12\times0.7197\times2$ µS. The entry rate has almost doubled, but the probability of being able to accept an electron has dropped from $0.5$ to $0.19$.

*Warming up.* The peak $G/G_s$ is $0.5008$ at 0.5 K ($b = 4.65$), $0.540$ at 1 K ($b = 2.32$), $0.689$ at 2 K ($b = 1.16$) and $0.962$ at 20 K ($b = 0.1162$). At 20 K, $1-b/3 = 0.9613$, and the term $b^2/15 = 0.0009$ of (10) accounts for the difference. At 1 K, where $kT$ is still below $E_C/2$, the peak already lies 8% above $G_s/2$.

The numerical check that follows also tests the first form of (1) symbolically, $\gamma$ by quadrature, and (6) to (9), the first-order term of (10) and the width against a many-state master equation solved at finite bias.

## Table of computed values

```
exact dynamics rate/prefactor, eps=0 = 0.9998 kT
exact dynamics forward, eps=2kT = 2.3124 kT
gamma(2kT) = 2.313 kT
exact dynamics backward, eps=2kT = 0.31285 kT
gamma(-2kT) = 0.31304 kT
half-maximum x = 2.1773
FWHM in delta = 4.3546 kT
max |x/sinh x - cosh^-2(x/2.5)| = 0.0076547
(2G/Gs-1)/((4b-1)exp(-2b)), b=4 = 1
(1-G/Gs)/b at b=0.01 = 0.33267
peak G/Gs, spacing 0.1 kT = 0.50842
peak G/Gs, spacing 0.05 kT = 0.50419
G(x=2)/G(0), spacing 15 kT = 0.41998
cosh^-2(1) = 0.41997
2/sinh(2) = 0.55144
C_L, C_R, C_g = 180, 200, 20 aF
R_L, R_R = 200, 300 kOhm; T = 0.2 K
volume = 1e+06 nm^3; DOS = 10 /(eV nm^3)
C = 400 aF
E_C = 200.27 ueV
kT = 17.235 ueV
b = E_C/kT = 11.62
level spacing = 0.1 ueV
spacing/kT = 0.0058023
h/e^2 = 25.813 kOhm
lever arm C_g/C = 0.05
gate period e/C_g = 8.0109 mV
rate at degeneracy, L = 5.3785e+08 1/s
rate at degeneracy, R = 3.5857e+08 1/s
hbar*rate_L/kT = 0.020541
hbar*rate_R/kT = 0.013694
series G = 2 uS
peak G (master equation) = 1 uS
peak G = 0.025813 e^2/h
(4b-1)exp(-2b) = 3.6691e-09
FWHM in delta = 75.051 ueV
FWHM in gate voltage = 1.501 mV
gate offset from peak = 0.5 mV
delta = -25 ueV
x = -1.4506
rate onto island via L = 1.0191e+09 1/s
rate off island via L = 2.3892e+08 1/s
rate onto island via R = 6.794e+08 1/s
rate off island via R = 1.5928e+08 1/s
P_n = 0.18991
P_(n+1) = 0.81009
x/sinh x = 0.71969
G at offset, formula = 0.71969 uS
G at offset, master equation = 0.71969 uS
bias = 1 uV
current at peak = 1 pA
T = 0.5 K: b = 4.6481, peak G/Gs = 0.5008
T = 1.0 K: b = 2.3241, peak G/Gs = 0.5398
T = 2.0 K: b = 1.1620, peak G/Gs = 0.6885
T = 20.0 K: b = 0.1162, peak G/Gs = 0.9621
1 - b/3 at 20 K = 0.96127
```
